\section*{Window-projected local orbitals, one-shot Wannier functions and their spread}

\section{Two constructions}

\textbf{Q.} A Hubbard correction needs local orbitals. One recipe projects atomic-like orbitals onto the Bloch states in an energy window and orthonormalizes the result at each $k$. Another builds Wannier functions. I am told that they agree. What precisely is built in the first?

\textbf{A.} Take a periodic crystal of $N$ cells and, in each cell $R$, $M$ trial orbitals $|\chi_{mR}\rangle$, orthonormal over the whole lattice. Their Bloch sums are
\begin{equation}
|\chi_{mk}\rangle=\frac1{\sqrt N}\sum_R e^{ikR}|\chi_{mR}\rangle ,\qquad
|\chi_{mR}\rangle=\frac1{\sqrt N}\sum_k e^{-ikR}|\chi_{mk}\rangle .
\end{equation}
Let $|\psi_{\nu k}\rangle$ be the eigenstates in the window and $P_k=\sum_\nu|\psi_{\nu k}\rangle\langle\psi_{\nu k}|$. Define $A_{m\nu}=\langle\chi_{mk}|\psi_{\nu k}\rangle$. Then
\begin{equation}
O_{mn}=(AA^\dagger)_{mn}=\sum_\nu\langle\chi_{mk}|\psi_{\nu k}\rangle\langle\psi_{\nu k}|\chi_{nk}\rangle=\langle\chi_{mk}|P_k|\chi_{nk}\rangle .
\end{equation}
The projected orbitals $P_k|\chi_{mk}\rangle$ have overlap matrix $O$, because $P_k^2=P_k$. The orthonormalized ones are
\begin{equation}
|w_{nk}\rangle=\sum_m P_k|\chi_{mk}\rangle\,(O^{-1/2})_{mn},\qquad
\langle w_{mk}|w_{nk}\rangle=(O^{-1/2}\,O\,O^{-1/2})_{mn}=\delta_{mn}.
\label{eq:plo}
\end{equation}

\textbf{Q.} The inverse root may not exist.

\textbf{A.} Then the construction fails. $O$ must be positive definite at every $k$. Since its rank cannot exceed the number of window states, at least $M$ states are needed at each $k$, and no combination of trial orbitals may be orthogonal to all of them.

\textbf{Q.} And the Wannier functions?

\textbf{A.} ``One-shot'' means that the gauge comes from projection alone, with no later minimization of the spread. One takes the singular value decomposition $A^\dagger=U\Sigma V^\dagger$, where $U$ has $M$ orthonormal columns and $V$ is a unitary $M\times M$ matrix, and replaces all singular values by one. The coefficients in the window states are then $UV^\dagger$. To compare, use $U^\dagger U=1$:
\begin{align}
O&=AA^\dagger=V\Sigma U^\dagger U\Sigma V^\dagger=V\Sigma^2V^\dagger,\\
A^\dagger O^{-1/2}&=U\Sigma V^\dagger\,V\Sigma^{-1}V^\dagger=UV^\dagger .
\end{align}
The left side of the last line holds the coefficients of \eqref{eq:plo}, because $\langle\psi_{\nu k}|\chi_{mk}\rangle=(A^\dagger)_{\nu m}$. The two sets of functions are therefore identical.

\textbf{Q.} Bloch states carry arbitrary phases. Could the two recipes react differently to them?

\textbf{A.} No. Mix the window states by any unitary $G$, $|\psi'_\mu\rangle=\sum_\nu|\psi_\nu\rangle G_{\nu\mu}$. Then $A'^\dagger=G^\dagger A^\dagger$ and $O'=AGG^\dagger A^\dagger=O$. The orbital has coefficients $GA'^\dagger O'^{-1/2}=A^\dagger O^{-1/2}$ in the old states, as before. A test with randomly mixed window states at each $k$ confirms the equality.

\textbf{Q.} You orthonormalize each $k$ separately. Why should functions on different sites come out orthonormal?

\textbf{A.} Write the overlap of the projected orbitals in real space:
\begin{equation}
S_{mR,nR'}=\langle\chi_{mR}|P|\chi_{nR'}\rangle=\frac1N\sum_k e^{ik(R-R')}O_{mn}(k).
\end{equation}
This is a unitary Fourier transform of a matrix that is block diagonal in $k$. Its positive inverse root is the same transform of $O^{-1/2}(k)$. Hence
\begin{align}
\sum_{mR}P|\chi_{mR}\rangle(S^{-1/2})_{mR,nR'}
&=\frac1N\sum_{k,m}e^{-ikR'}P\Big(\sum_R e^{ikR}|\chi_{mR}\rangle\Big)(O^{-1/2})_{mn}\nonumber\\
&=\frac1{\sqrt N}\sum_k e^{-ikR'}|w_{nk}\rangle=|w_{nR'}\rangle ,
\end{align}
where the bracket equals $\sqrt N|\chi_{mk}\rangle$. Orthonormalizing at each $k$ is thus the symmetric (L\"owdin) orthonormalization of all projected orbitals of the crystal at once. This was tested against a real-space calculation for 24 cells.

\section{What a wider window must do}

\textbf{Q.} A wider window offers more states, so the functions become more compact. Is that not obvious?

\textbf{A.} What is guaranteed concerns another quantity, the distance from the trial orbitals,
\begin{equation}
D=\sum_m\|w_{mR}-\chi_{mR}\|^2 .
\end{equation}
Consider any orthonormal set in the window, $|w'_{mk}\rangle=\sum_\nu|\psi_{\nu k}\rangle X_{\nu m}$ with $X^\dagger X=1$. With $A=V\Sigma U^\dagger$ and the cyclic property of the trace,
\begin{equation}
\mathrm{Re}\sum_m\langle\chi_{mk}|w'_{mk}\rangle=\mathrm{Re\,Tr}\,AX=\sum_i\sigma_i\,\mathrm{Re}\,(U^\dagger XV)_{ii}\le\sum_i\sigma_i=\mathrm{Tr}\,O^{1/2}.
\end{equation}
The bound holds because $(U^\dagger XV)_{ii}$ is the inner product of two unit vectors, column $i$ of $U$ and $X$ times column $i$ of $V$. The choice $X=UV^\dagger$ reaches it. So $w$ is the orthonormal set in the window closest to the trial set. Since the Fourier transform preserves norms and all functions are normalized,
\begin{equation}
D=\frac1N\sum_k\left[2M-2\,\mathrm{Re}\sum_m\langle\chi_{mk}|w_{mk}\rangle\right]
=2\left[M-\frac1N\sum_k\mathrm{Tr}\,O^{1/2}(k)\right].
\label{eq:D}
\end{equation}
Now widen the window. The old functions still lie in it, so they compete with the new closest set and cannot beat it. Hence $D$ never rises. When the window holds every state, $P=1$, $O=1$ and $w=\chi$, so $D=0$.

\textbf{Q.} And if my trial orbitals overlap between sites?

\textbf{A.} The construction is unchanged, but in the complete window $O$ becomes their own overlap matrix, and $w$ becomes the L\"owdin-orthonormalized trial set. I keep orthonormal trials below.

\section{The spread itself}

\textbf{Q.} If $w$ moves towards a compact $\chi$, its spread must surely fall with $D$.

\textbf{A.} Let us compute it for one trial orbital in one dimension, lattice constant $a$. I use a model whose point-like basis orbitals sit at $x=Ra+\tau_j$ ($R$ now counts cells) and diagonalize the position operator, so the internal size of an orbital is left out. With the position included in the Bloch phase, the amplitudes of the home-cell function are, for $N\to\infty$,
\begin{equation}
c_j(R)=\frac a{2\pi}\int dk\,e^{ikx}w_j(k).
\label{eq:c}
\end{equation}
Since $x\,e^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives $x\,c_j=\frac a{2\pi}\int dk\,e^{ikx}\,i\partial_kw_j$. The boundary terms cancel because $e^{ikx}w_j$ is periodic, provided $w$ is smooth. With $\langle\cdot\rangle_k$ for the zone average,
\begin{equation}
\langle x^2\rangle=\big\langle\|\partial_kw\|^2\big\rangle_k,\qquad
\langle x\rangle=\big\langle i\,w^\dagger\partial_kw\big\rangle_k .
\end{equation}
Put the trial orbital at the origin, so that $\chi$ is a constant vector, and $w=P\chi/\sqrt O$ with $O=\chi^\dagger P\chi$. A prime denotes $\partial_k$:
\begin{equation}
w'=\frac{P'\chi}{\sqrt O}-\frac{O'}{2O^{3/2}}P\chi .
\end{equation}
Differentiating $P^2=P$ gives $P'P+PP'=P'$, and therefore $2\,\mathrm{Re}\,\chi^\dagger PP'\chi=O'$. The square of $w'$ is then
\begin{align}
\|w'\|^2&=\frac{\|P'\chi\|^2}{O}-\frac{O'}{O^2}\,\mathrm{Re}\,\chi^\dagger PP'\chi+\frac{O'^2}{4O^3}\,\chi^\dagger P\chi\nonumber\\
&=\frac{\|P'\chi\|^2}{O}-\frac{O'^2}{2O^2}+\frac{O'^2}{4O^2}
=\frac{\|P'\chi\|^2}{O}-\frac{O'^2}{4O^2}.
\label{eq:x2}
\end{align}
For the centre, $w^\dagger w'=\chi^\dagger PP'\chi/O-O'/(2O)$. The real part cancels, leaving
\begin{equation}
\langle x\rangle=-\left\langle\frac{\mathrm{Im}\,\chi^\dagger PP'\chi}{O}\right\rangle_k .
\end{equation}
The spread is $\Omega=\langle x^2\rangle-\langle x\rangle^2$. Direct sums over sites test this result in every isolated window used below.

\textbf{Q.} Where does the window enter?

\textbf{A.} Through $P'$. Let $f_n=1$ for a state inside and $0$ for one outside. Differentiating $[H,P]=0$ gives $[H,P']=-[H',P]$. Between eigenstates $n$ and $m$ this reads $(E_n-E_m)P'_{nm}=(f_n-f_m)H'_{nm}$, so
\begin{equation}
P'_{nm}=\frac{f_n-f_m}{E_n-E_m}\,H'_{nm}\qquad(f_n\ne f_m).
\end{equation}
If both states are inside, the element vanishes: $P(P'P+PP')P=PP'P$ says $2PP'P=PP'P$. If both are outside, $(1-P)(P'P+PP')(1-P)=0$. Thus $P'$ contains only couplings across the window edge. If all outside states are at least $\Delta$ away from the inside states at the same $k$, then \eqref{eq:x2} gives
\begin{equation}
\Omega\le\left\langle\frac{\|H'\|_F^2}{O\,\Delta^2}\right\rangle_k,\qquad \|H'\|_F^2=\sum_{nm}|H'_{nm}|^2 .
\end{equation}
Taking in a close, strongly mixed band removes large terms from $P'$, which can lower the spread. But the new band also brings its own couplings to the states still outside, and nothing fixes the balance.

\textbf{Q.} ``Nothing fixes the balance'' is not a counterexample.

\textbf{A.} Put three orbitals $d$, $q$, $z$ on one site per cell, with trial $d$. Let $u_1=(d+q)/\sqrt2$ and $v=(q-d)/\sqrt2$. Let $u_1$ be an eigenstate at $-6$ eV for all $k$, and let the block of $v$ and $z$ be
\begin{equation}
\begin{pmatrix}0&2t\cos ka\\2t\cos ka&\delta\end{pmatrix},\qquad t=1\ \text{eV},\quad\delta=2\ \text{eV}.
\end{equation}
Its lower state is $u_2=\cos\theta\,v-\sin\theta\,z$ with $\tan2\theta=4t\cos ka/\delta$.

With the lowest band alone, $d=(u_1-v)/\sqrt2$ gives $O=1/2$ and $w=u_1$, which does not depend on $k$. The spread is zero and $D=2(1-1/\sqrt2)=0.586$.

With two bands, $Pd=(u_1-\cos\theta\,u_2)/\sqrt2$. After normalization $w=\cos\beta\,u_1-\sin\beta\,u_2$ with $\tan\beta=\cos\theta$. The derivative $u_2'=-\theta'(\sin\theta\,v+\cos\theta\,z)$ is orthogonal to $u_1$ and $u_2$, so
\begin{equation}
\Omega=\big\langle\beta'^2+\theta'^2\sin^2\beta\big\rangle_k>0 .
\end{equation}
The centre is zero because $w$ is real and normalized. For $a=4$ \AA\ the spread is $1.79$ \AA$^2$, while $D$ has fallen to $0.092$. With all three bands both are zero. The spread has gone up and down while $D$ fell throughout. The one-band function was compact, but half of its weight was on the wrong orbital.

\section{A chain where widening helps}

\textbf{Q.} That model was made to embarrass the rule. Show me an ordinary case.

\textbf{A.} Take a chain with $a=4$ \AA\ and round parameters. Trial orbitals $d_1$, $d_2$ (0 and 0.5 eV) and a high orbital $s$ (8 eV) sit at the origin of the cell, and a ligand $p$ ($-4$ eV) at $a/2$. The hopping to the right and left $p$ is $1.2$ and $-1.0$ eV for $d_1$, $0.6$ and $0.4$ eV for $d_2$, $1.5$ and $-1.5$ eV for $s$. Between next cells it is $-0.1$ eV for $d_1$--$d_1$, $-0.5$ eV for $s$--$s$ and $0.3$ eV for $d_1$--$s$. Gaps separate all four bands: $p$, two $d$ bands, and $s$. I keep the two $d$ bands together as one group.

Going from the $d$ window to the $p+d$ window lowers $D$ from $0.102$ to $0.0024$. The total spread of the two functions falls from $0.414$ to $0.021$ \AA$^2$, a factor of about 20. In the complete window both vanish, as they must for point-like trials.

\textbf{Q.} Can I see the size of the first spread without a computer?

\textbf{A.} Roughly. Keep $d_1$ and $p$ and treat their hopping to leading order in hopping over the separation $\varepsilon=4$ eV. The $d$-like function then has amplitudes of size $1.2/4=0.30$ and $1.0/4=0.25$ on the $p$ sites at $\pm2$ \AA. So
\begin{equation}
\langle x^2\rangle\approx(2\ \text{\AA})^2\,(0.30^2+0.25^2)=0.61\ \text{\AA}^2,
\end{equation}
and $\langle x\rangle\approx2\,(0.0900-0.0625)=0.055$ \AA, whose square is negligible. With $d_1$ as the sole trial, the full calculation gives $0.32$ \AA$^2$. The estimate is almost twice too large. Most of the excess comes from the expansion itself: the Bloch coupling reaches $1.2+1.0=2.2$ eV at the zone edge, which is not small against $4$ eV. Treated exactly, $d_1$ and $p$ alone give $0.41$ \AA$^2$. Most of the remaining difference comes from the omitted orbital $s$.

\section{When the window edge cuts a band}

\textbf{Q.} In practice I choose two energies, and they may run through a band. Does it matter?

\textbf{A.} Very much. For an isolated group $P_k$ is smooth, and so is $w$ if $O$ stays positive definite. Repeated integration by parts in \eqref{eq:c} then makes $c$ fall faster than any power of $1/|x|$. At a cut, a state $\psi$ enters the window at some $k_i$. If it has trial character, $O$ changes by the non-zero matrix with elements $\langle\chi_m|\psi\rangle\langle\psi|\chi_n\rangle$. Then $O^{1/2}$, the overlap matrix of $\chi$ with $w$, also jumps, and $w$ must jump too. Call the jump $\Delta_i$. Integrating by parts between the jumps leaves
\begin{equation}
c(R)=-\frac a{2\pi}\sum_i\frac{e^{ik_ix}}{ix}\,\Delta_i+O(x^{-2}).
\end{equation}
Hence $x^2|c|^2$ does not decay. Its cross terms oscillate with $R$ and have bounded sums, so the second moment within $|R|\le L$ cells grows as
\begin{equation}
\sum_{|R|\le L}x^2|c|^2\simeq2L\,\frac{a^2}{4\pi^2}\sum_i\|\Delta_i\|^2 ,
\end{equation}
where the norm includes all trial orbitals. The spread is infinite.

In the chain, raise the upper edge of the $p+d$ window to $8.355$ eV, the middle of the $s$ band. There are two jumps, with summed squares $0.00270$. The predicted growth is
\begin{equation}
\frac{2\times16\times0.00270}{4\pi^2}\ \text{\AA}^2=0.00219\ \text{\AA}^2
\end{equation}
per unit of $L$. The direct sums give $(0.8784-0.4396)/200=0.00219$ \AA$^2$ between 200 and 400 cells. Meanwhile $D$ has dropped from $0.0024$ to $0.00016$. The functions are closer to the trial orbitals than before, and yet their second moment diverges: a tiny weight lies very far away.

\section{Bands and occupations}

\textbf{Q.} Then I take the widest isolated window and stop worrying.

\textbf{A.} In the chain you would gain compactness, but you would lose something else. With exactly $M$ window states at each $k$, the $w$ span the whole window, so $\langle w|H|w\rangle$ is a unitary transform of the window Hamiltonian and has its eigenvalues. With more states, the $w$ span just an $M$-dimensional part. In the complete window $w=\chi$, and the Hamiltonian of the chain becomes diagonal with entries $-0.2\cos ka$ and $0.5$ eV, without the hybridization with $p$ and $s$. The upper $d$ band reaches $1.108$ eV, so its top is missed by $0.608$ eV, the largest error in this window. In the $p+d$ window the largest error is, to three digits, the same.

\textbf{Q.} A Hubbard correction uses occupations, not bands. Are those safe?

\textbf{A.} They change as well. For a density matrix $\rho$ of one spin, $n_{mm'}=\langle w_m|\rho|w_{m'}\rangle$. Fill the $p$ band and nothing else. In the $d$ window the $w$ are orthogonal to every filled state, so $n=0$. In the $p+d$ window $\mathrm{Tr}\,n=0.09694$, and in the complete one it is $0.09685$, both close to $0.0969$: the $d$ character of the ligand band is now counted.

Consider the correction $\frac U2\sum_\sigma\mathrm{Tr}(n_\sigma-n_\sigma^2)$. It vanishes in the first case. In the others, the two non-negative eigenvalues of $n$ obey $\frac12(\mathrm{Tr}\,n)^2\le\mathrm{Tr}\,n^2\le(\mathrm{Tr}\,n)^2$. With two equal spins the energy per cell therefore lies between
\begin{equation}
(0.0969-0.0094)\,U=0.0875\,U\quad\text{and}\quad(0.0969-0.0047)\,U=0.0922\,U .
\end{equation}
The electrons are the same, and the projector alone has changed. A value of $U$ thus has a definite meaning only together with the trial orbitals and the window that define its projector. The remaining values for each window are in the numerical output.

\section*{Computed results}
\begin{verbatim}
lattice constant: 4.0 angstrom
onsite d1, d2, p, s: 0.0 0.5 -4.0 8.0 eV
hopping to right p from d1, d2, s: 1.2 0.6 1.5 eV
hopping to left p from d1, d2, s: -1.0 0.4 -1.5 eV
next-cell hopping d1-d1, s-s, d1-s: -0.1, -0.5, 0.3 eV
band 1 range: -5.565 to -4.222 eV
band 2 range: -0.242 to 0.497 eV
band 3 range: 0.705 to 1.108 eV
band 4 range: 7.050 to 9.661 eV
window d: -2.0 to 4.0 eV
  smallest eigenvalue of O: 0.86405
  distance D, two orbitals: 0.102064
  total spread, two orbitals: 0.413641 angstrom^2
  spread, d1 as only trial: 0.324984 angstrom^2
  occupation per spin, p band filled: 0.000000
  largest error of the d bands: 0.000000 eV
window p+d: -20.0 to 4.0 eV
  smallest eigenvalue of O: 0.99319
  distance D, two orbitals: 0.002409
  total spread, two orbitals: 0.021081 angstrom^2
  spread, d1 as only trial: 0.018783 angstrom^2
  occupation per spin, p band filled: 0.096944
  largest error of the d bands: 0.608160 eV
window all: -20.0 to 20.0 eV
  smallest eigenvalue of O: 1.00000
  distance D, two orbitals: 0.000000
  total spread, two orbitals: 0.000000 angstrom^2
  spread, d1 as only trial: 0.000000 angstrom^2
  occupation per spin, p band filled: 0.096850
  largest error of the d bands: 0.607964 eV
cut window upper edge: 8.3551 eV, jumps in k: 2
cut window distance D: 0.000164
sum of squared jumps: 0.002702
second moment within 100 cells: 0.2217 angstrom^2
second moment within 200 cells: 0.4396 angstrom^2
second moment within 400 cells: 0.8784 angstrom^2
growth per cell, summed: 0.002194 angstrom^2
growth per cell, from jumps: 0.002190 angstrom^2
counterexample levels: -6.0 0.0 2.0 eV; next-cell mixing: 1.0 eV
  1 band(s): D = 0.585786, spread = 0.000000 angstrom^2
  2 band(s): D = 0.092037, spread = 1.792600 angstrom^2
  3 band(s): D = 0.000000, spread = 0.000000 angstrom^2
\end{verbatim}
